# Kissinger's Relation for First-Order Resist Deprotection under Linear Heating

## 1. From the rate law to a straight line

### What dimensions allow

A resist film whose polymer carries protecting groups is heated at a constant rate $\beta$, in kelvin per second. The groups come off by a thermally activated reaction with prefactor $A$, in inverse seconds, and barrier $E$. The deprotection rate rises at first because the film gets hotter, and later falls because few groups are left. We ask for the temperature $T_p$ at which the rate is greatest.

Suppose that $T_p$ does not depend on the temperature at which heating began; this is shown below. It can then depend only on $A$, $\beta$ and the barrier expressed as a temperature, $E/k_B$, where $k_B$ is Boltzmann's constant. A change of the unit of time multiplies $A$ and $\beta$ by the same factor and cannot change $T_p$, so only the ratio $\beta/A$ matters. This ratio is a temperature. The three temperatures $\beta/A$, $E/k_B$ and $T_p$ form two independent dimensionless groups, which we choose as

$$
x=\frac{E}{k_BT_p},\qquad \frac{\beta E}{A k_BT_p^2}.
$$

One must be a function of the other:

$$
\frac{\beta}{T_p^2}=\frac{A k_B}{E}\,\varphi(x). \tag{1}
$$

Dimensions do not single out the combination $\beta/T_p^2$: the group $\beta/(AT_p)$ would serve as well, and the choice made here anticipates the result. Nor can dimensions supply $\varphi$. The rate law will give $\varphi(x)=e^{-x}$, and the logarithm of (1) is then linear in $1/T_p$.

### Assumptions

Let $u$ be the fraction of groups still protected and $\alpha=1-u$ the fraction removed. The model is

$$
\frac{du}{dt}=-k(T)\,u, \tag{2}
$$

$$
k(T)=A\,e^{-E/(k_BT)}, \tag{3}
$$

$$
T(t)=T_0+\beta t,\qquad \beta>0. \tag{4}
$$

Equation (2) says that each remaining group has the same chance per unit time of being removed, whatever has happened to its neighbours. In (3), $A>0$ and $E>0$ are constants. If the reaction is catalysed by acid, $A$ contains the acid concentration, which must then stay constant during the run and be the same in all runs. In (4), $T$ is the temperature of the film itself, which need not be the reading of the heater.

The barrier $E$ is an energy per reaction event. The algebra holds in any consistent units; in atomic units energies are in hartree, and $k_B$ converts kelvin to hartree. If the barrier is quoted per mole, $E_m=N_AE$, then the gas constant $R=N_Ak_B$ gives

$$
\frac{E_m}{R}=\frac{N_AE}{N_Ak_B}=\frac{E}{k_B}. \tag{5}
$$

The slope $-E/R$ with a molar barrier and the slope $-E/k_B$ with a barrier per event are therefore the same number of kelvin.

### The condition for the peak

The deprotection rate is

$$
r=\frac{d\alpha}{dt}=-\frac{du}{dt}=k(T)\,u. \tag{6}
$$

Both factors are positive, so the logarithm can be taken. Since the logarithm is an increasing function, $r$ and $\ln r$ have their maxima at the same place. From (6) and (3),

$$
\ln r=\ln A-\frac{E}{k_BT}+\ln u. \tag{7}
$$

Differentiate with respect to time. The first term is constant. In the second, the derivative of $-1/T$ is $+\dot T/T^2$, and $\dot T=\beta$ by (4). In the third, (2) gives $\dot u/u=-k(T)$. Hence

$$
\frac{d\ln r}{dt}=\frac{\beta E}{k_BT^2}-k(T). \tag{8}
$$

The two terms are the competing effects. The first is the fractional growth per unit time of the rate constant due to heating. The second is the fractional loss per unit time of the groups that can still react.

The fraction $u$ has cancelled from (8). This is the special property of first-order kinetics: the *fractional* rate of loss depends on temperature alone. A film that starts hotter has had less time to lose groups when it reaches a given temperature, so its rate curve is higher; a film that has already lost some groups at the start has a lower one. In both cases the sign of the slope at a given temperature is unchanged. This confirms the assumption made for (1), provided that the peak is reached at all.

To see when it is reached, follow the two terms of (8) as $T$ increases from zero. The first falls steadily from infinity towards zero. The second rises steadily from zero towards $A$. Their difference therefore falls steadily and vanishes at one temperature $T_p$, where

$$
\frac{\beta E}{k_BT_p^2}=A\,e^{-E/(k_BT_p)}. \tag{9}
$$

Below $T_p$ the right side of (8) is positive and the rate grows; above $T_p$ it is negative and the rate falls. If $T_0<T_p$, the curve has a single maximum, at $T_p$. If $T_0\ge T_p$, the rate is greatest at the start and falls from then on. Such a run has no interior peak, and its starting temperature must not be entered as one.

Because $\beta$ is constant, $d\alpha/dT=r/\beta$ is proportional to $r$. A plot of the loss per kelvin has its peak at the same temperature as a plot of the loss per second.

### Kissinger's relation

Multiply (9) by $k_B/E$:

$$
\frac{\beta}{T_p^2}=\frac{Ak_B}{E}\,e^{-E/(k_BT_p)}. \tag{10}
$$

Comparison with (1) gives $\varphi(x)=e^{-x}$. The logarithm of (10) is

$$
\boxed{\;\ln\frac{\beta}{T_p^2}=\ln\frac{Ak_B}{E}-\frac{E}{k_B}\,\frac{1}{T_p}\;} \tag{11}
$$

The logarithms are taken of the numerical values of $\beta/T_p^2$ and $Ak_B/E$, both in $\mathrm{K^{-1}\,s^{-1}}$. If minutes replace seconds, both sides gain the same constant, and the slope is unaffected.

Now take several runs on identical films that differ only in $\beta$. Each gives one $T_p$. Plot $y=\ln(\beta/T_p^2)$ against $z=1/T_p$. Since $A$ and $E$ are the same in all runs, (11) is a straight line with

$$
\frac{dy}{dz}=-\frac{E}{k_B}=-\frac{E_m}{R}, \tag{12}
$$

where (5) was used. No step required $E$ to be large compared with $k_BT$. Within the model (2)–(4) the line is exact. If $b$ is its intercept at $z=0$, then

$$
A=\frac{E}{k_B}\,e^{b}. \tag{13}
$$

### Why the square of the temperature is needed

If $\ln\beta$ alone is plotted, (11) reads

$$
\ln\beta=\ln\frac{Ak_B}{E}-\frac{E}{k_B}z-2\ln z,
$$

because $2\ln T_p=-2\ln z$. The derivative of the last term is $-2/z=-2T_p$, so

$$
\frac{d\ln\beta}{dz}=-\left(\frac{E}{k_B}+2T_p\right). \tag{14}
$$

This plot is slightly curved, and a barrier read from its slope is too large by $2k_BT_p$, or by the fraction $2/x$ of $E$.

The same derivative shows how far the peak moves. Since $dz=-dT_p/T_p^2$, (14) gives $d\ln\beta=(E/k_B+2T_p)\,dT_p/T_p^2=(x+2)\,dT_p/T_p$, or

$$
\frac{dT_p}{d\ln\beta}=\frac{T_p}{x+2}. \tag{15}
$$

For $x$ near 40 the peak moves by only a few per cent of $T_p$ when $\beta$ changes by a factor $e$. Small errors in temperature therefore matter, as Section 2 shows.

### The peak temperature in closed form

Equation (9) can be solved for $T_p$. Substitute $T_p=E/(k_Bx)$ in its left side:

$$
\frac{\beta E}{k_B}\,\frac{k_B^2x^2}{E^2}=\frac{\beta k_B}{E}x^2=A e^{-x}.
$$

Multiplication by $e^xE/(\beta k_B)$ gives

$$
x^2e^x=\Lambda,\qquad \Lambda=\frac{AE}{k_B\beta}. \tag{16}
$$

Take the positive square root, $x\,e^{x/2}=\sqrt\Lambda$, and halve it: $(x/2)e^{x/2}=\sqrt\Lambda/2$. The Lambert function $W$ is defined by $W(s)e^{W(s)}=s$, so

$$
x=2W\!\left(\tfrac12\sqrt\Lambda\right),\qquad T_p=\frac{E}{2k_B\,W(\frac12\sqrt\Lambda)}. \tag{17}
$$

Two limits show what this contains. For slow heating $\Lambda$ is large, and (16) in the form $x=\ln\Lambda-2\ln x$ shows that $x$ grows roughly as the logarithm of $1/\beta$. The peak moves down in temperature, but slowly. For extremely fast heating $\Lambda$ is small, $e^x$ tends to 1, and $x\approx\sqrt\Lambda$, so that $T_p\approx\sqrt{\beta E/(k_BA)}$. The barrier is then small compared with $k_BT_p$ and the rate constant is close to $A$. Relation (11) still holds in the model, although no polymer would survive such temperatures.

### How much has reacted at the peak

The conversion at the peak provides a separate test of the kinetics. Integration of (2) from $u=1$ at $T_0$ gives $u=e^{-G}$, where $G$ is the time integral of $k$. With $dt=dT/\beta$, its value at the peak is

$$
G_p=\frac{A}{\beta}\int_{T_0}^{T_p}e^{-E/(k_BT)}\,dT.
$$

Set $s=E/(k_BT)$, so that $dT=-(E/k_B)\,ds/s^2$. The minus sign reverses the limits:

$$
G_p=\Lambda\int_x^{x_0}\frac{e^{-s}}{s^2}\,ds,\qquad x_0=\frac{E}{k_BT_0}. \tag{18}
$$

For a cold start, $x_0$ may be replaced by infinity. The part added by doing so is smaller than $\Lambda e^{-x_0}/x_0^2$, because $1/s^2<1/x_0^2$ throughout it. By (16) this bound equals $(x/x_0)^2e^{-(x_0-x)}$, so the start is cold when $x_0-x$ is several units.

Integrate by parts, with $1/s^2$ as the derivative of $-1/s$:

$$
\int_x^\infty\frac{e^{-s}}{s^2}\,ds=\frac{e^{-x}}{x}-\int_x^\infty\frac{e^{-s}}{s}\,ds=\frac{e^{-x}}{x}-E_1(x). \tag{19}
$$

The last integral defines the exponential integral $E_1$. With $\Lambda=x^2e^x$ from (16),

$$
G_p=q(x),\qquad q(x)=x-x^2e^xE_1(x),\qquad \alpha_p=1-e^{-q(x)}. \tag{20}
$$

For large $x$, repeated integration by parts gives the asymptotic series $E_1(x)=(e^{-x}/x)(1-1/x+2/x^2-6/x^3+\dots)$. Inserted in (20), it yields

$$
q(x)=1-\frac2x+\frac6{x^2}-\dots \tag{21}
$$

In the limit of large $x$ the conversion at the peak is $1-e^{-1}\approx0.63$. For large but finite $x$ it is slightly smaller, and it varies slightly with heating rate. The derivation of (11) did not assume that it is constant.

### The width of the peak

Dividing (8) by $\beta$ gives $d\ln r/dT=E/(k_BT^2)-k/\beta$. A second differentiation, with $dk/dT=kE/(k_BT^2)$, gives

$$
\frac{d^2\ln r}{dT^2}=-\frac{2E}{k_BT^3}-\frac{k}{\beta}\,\frac{E}{k_BT^2}.
$$

At the peak, (9) gives $k/\beta=E/(k_BT_p^2)=x/T_p$. The first term is then $-2x/T_p^2$ and the second $-x^2/T_p^2$. Near its top the curve is therefore approximately Gaussian,

$$
r\approx r_p\,e^{-(T-T_p)^2/(2w^2)},\qquad w=\frac{T_p}{\sqrt{x^2+2x}}, \tag{22}
$$

where $r_p$ is the peak rate. For large $x$ the width $w$ is close to $T_p/x=k_BT_p^2/E$, the temperature change that alters $k$ by about a factor $e$. Comparison with (15) shows that changing the heating rate by a factor $e$ moves the peak by about one such width.

## 2. A resist film, and what bends or tilts the line

### Symbols and results carried over

The protected fraction is $u$, the conversion is $\alpha=1-u$, and the rate is $r=d\alpha/dt$. The rate constant is $k=Ae^{-E/(k_BT)}$, the heating rate is $\beta$, the peak-rate temperature is $T_p$, and $x=E/(k_BT_p)$. For first-order loss the peak obeys $\beta E/(k_BT_p^2)=k(T_p)$, equation (9). A plot of $y=\ln(\beta/T_p^2)$ against $z=1/T_p$ is then the straight line (11), with slope $-E/k_B$ and intercept $\ln(Ak_B/E)$. For a cold start the conversion at the peak is $1-e^{-q(x)}$, with $q\approx1-2/x+6/x^2$. The peak moves by $T_p/(x+2)$ per unit of $\ln\beta$, equation (15).

### Five heating rates

The example is a film of poly(4-hydroxystyrene) protected by tert-butoxycarbonyl groups, heated without acid. We take the round values $E=1.50$ eV and $A=3.0\times10^{14}\ \mathrm{s^{-1}}$, and start at 300 K. Equation (2) was integrated numerically by a Runge–Kutta method. Each maximum was read from a polynomial fitted to $\ln r$ near the top of the curve, without use of (9).

| $\beta$ (K/min) | $T_p$ (K) | $1000/T_p$ (K⁻¹) | $\ln(\beta/T_p^2)$ |
|---:|---:|---:|---:|
| 2 | 444.45 | 2.24999 | −15.5949 |
| 5 | 454.56 | 2.19993 | −14.7236 |
| 10 | 462.51 | 2.16211 | −14.0651 |
| 15 | 467.29 | 2.13999 | −13.6802 |
| 20 | 470.74 | 2.12431 | −13.4072 |

In the last column $\beta$ is in K/s. The first and last rows give the slope

$$
\frac{-13.4072+15.5949}{(2.12431-2.24999)\times10^{-3}\ \mathrm{K^{-1}}}
=-1.741\times10^{4}\ \mathrm K .
$$

Multiplication by $-k_B$, with $k_B=8.617\times10^{-5}$ eV/K, returns $E=1.50$ eV, or 144.7 kJ/mol. A least-squares line through all five points gives the same barrier. For the prefactor use the middle row, where $x=37.635$. The intercept is $b=-14.0651+37.635=23.570$, and (13) gives $A=1.741\times10^4\times e^{23.570}=3.0\times10^{14}\ \mathrm{s^{-1}}$.

At 10 K/min the conversion at the peak is 0.6135. The first two terms of (21) give $1-e^{-(1-2/37.635)}=0.6120$. Over the five rates the conversion changes only from 0.6142 to 0.6132. The peak width (22) is 12 K. When the 10 K/min run is started at 430 K instead of 300 K, the peak remains at 462.51 K, as (8) requires. A plot of $\ln\beta$ alone gives 1.579 eV. The excess of 0.079 eV agrees with $2k_BT$ at the mean peak temperature of 460 K.

### A straight line does not prove first order

Let the loss be of order $n$, $\dot u=-ku^n$, so that $r=ku^n$. The last term of $\ln r$ is now $n\ln u$, whose time derivative is $n\dot u/u=-nku^{n-1}$. The peak condition becomes

$$
\frac{\beta E}{k_BT_p^2}=n\,u_p^{\,n-1}k(T_p), \tag{23}
$$

where $u_p$ is the protected fraction at the peak. The right side of (11) gains $\ln(nu_p^{n-1})$, which vanishes for $n=1$. Otherwise it varies with $\beta$ through $u_p$.

For $n=2$ the variation can be found. Integration of $\dot u=-ku^2$ gives $1/u_p=1+G_p$. The integral (18) with (19) gives $G_p=Kq(x)$, where $K=k(T_p)k_BT_p^2/(\beta E)$ equals 1 only for first order. Condition (23) reads $1=2Ku_p$, or $1/u_p=2K$. Hence $2K=1+Kq$, so $K=1/(2-q)$ and

$$
2u_p=2-q(x)=1+\frac2x-\frac{6}{x^2}+\dots
$$

To leading order the added term in (11) is $2/x=2k_B/(Ez)$, with derivative $-2k_BT_p^2/E$ with respect to $z$. The apparent barrier is thus raised by about $2(k_BT_p)^2/E=0.002$ eV. A line fitted to numerically computed second-order peaks gives 1.502 eV.

The Kissinger plot therefore hardly distinguishes these two orders. The conversion at the peak does: it is 0.61 for first order and, from $1-u_p=q/2$ with $q=0.95$, about 0.48 for second order.

### The heater is not the film

Let the film lie on a silicon wafer 725 μm thick, separated from a hot stage by 100 μm of air. With rough values for silicon, the heat capacity per area is

$$
C=2330\times850\times725\times10^{-6}=1.44\times10^3\ \mathrm{J\,m^{-2}\,K^{-1}},
$$

the factors being density, specific heat and thickness in SI units. With an air conductivity of $0.035\ \mathrm{W\,m^{-1}\,K^{-1}}$, the gap conducts $h=0.035/10^{-4}=350\ \mathrm{W\,m^{-2}\,K^{-1}}$. Heat loss from the upper face is neglected. The lag time is $\tau=C/h=4.1$ s.

Let $D$ be the stage temperature minus the film temperature. The film warms at the rate $D/\tau$ and the stage at the rate $\beta$, so

$$
\frac{dD}{dt}=\beta-\frac D\tau,\qquad D=\beta\tau\left(1-e^{-t/\tau}\right) \tag{24}
$$

for equal temperatures at the start. After a few lag times the film also warms at the rate $\beta$. Its own peak stays at $T_p$, but the stage then reads

$$
T'=T_p+\beta\tau. \tag{25}
$$

At 20 K/min the difference is 1.37 K. It is a small part of $T_p$ but a larger part of the 26 K by which the peaks move between the slowest and fastest runs.

Its effect on the slope follows from (15) and (25), since $dT'/d\ln\beta=T_p/(x+2)+\beta\tau$. With $y'=\ln\beta-2\ln T'$ and $z'=1/T'$, so that $dz'=-dT'/T'^2$, the apparent local barrier is

$$
\frac{E'}{k_B}=-\frac{dy'}{dz'}=\frac{T'^2}{T_p/(x+2)+\beta\tau}-2T'. \tag{26}
$$

For $\tau=0$ this returns $xT_p=E/k_B$. For $\tau=4.1$ s it gives 1.48 eV at 2 K/min and 1.35 eV at 20 K/min, so the plot bends. A straight line through the five readings gives 1.436 eV, which is 4% below the true barrier. If $\tau$ is known, subtracting $\beta\tau$ from each reading removes this lag error. It does not remove the offset caused by heat loss from the upper face, which was neglected above. With a loss coefficient of $12\ \mathrm{W\,m^{-2}\,K^{-1}}$ and surroundings at 300 K, the stage would still read 5 to 6 K more than the film after the subtraction, and the fitted barrier would be about 1.485 eV. Measuring the temperature of the wafer itself, and taking $\beta$ from the same record, avoids both errors. The second step matters for the prefactor, because with heat loss the wafer warms about 3% more slowly than the stage.

Reaction heat matters much less here. A film 1000 nm thick, of density $1200\ \mathrm{kg\,m^{-3}}$, that releases an assumed 300 J/g supplies $360\ \mathrm{J\,m^{-2}}$. This could warm the wafer by at most $360/1436=0.25$ K; if the same heat were absorbed instead, the wafer would be cooled by no more than this. Included in the simulation with lag, it changes the fitted barrier by 0.4 meV. The conclusion depends on the large heat capacity of the wafer and does not carry over to a bulk sample of resist.

### A prefactor that depends on temperature

If $A$ is replaced by $A\,T/T_r$, with $T_r$ a fixed reference temperature, then $d\ln k/dT=E/(k_BT^2)+1/T$. The peak condition is

$$
\frac{\beta E}{k_BT_p^2}\left(1+\frac{k_BT_p}{E}\right)=A\frac{T_p}{T_r}e^{-E/(k_BT_p)} .
$$

Compared with (11), $y$ gains $\ln T_p-\ln(1+1/x)$ and a constant. The derivative of $\ln T_p=-\ln z$ with respect to $z$ is $-T_p$. Since $x$ is proportional to $z$, the derivative of $-\ln(1+1/x)$ is $+T_p/(x+1)$. The apparent barrier is therefore

$$
E'=E+k_BT_p\,\frac{x}{x+1}. \tag{27}
$$

This is 1.54 eV in the example, as is the value fitted to simulated peaks. The plot measures nearly $k_BT^2\,d\ln k/dT=E+k_BT$, the local temperature sensitivity of the rate constant. Whether this is called an error depends on which constant is meant by the barrier.

### Unequal groups and autocatalysis

Groups in different surroundings may have different barriers. For a Gaussian distribution with mean 1.50 eV and standard deviation 0.02 eV, each group reacting by first order with the same $A$, the summed rate curves give an apparent barrier of 1.494 eV.

A larger change can occur if the phenol groups formed by deprotection help to remove the remaining ones. Let

$$
r=(k_1+k_2\alpha)\,u, \tag{28}
$$

where $k_1$ is the first-order constant used so far and $k_2$ has its own barrier $E_2$. The logarithmic derivative of the bracket has a part from heating and a part $k_2\dot\alpha/(k_1+k_2\alpha)=k_2u$ from the growth of $\alpha$. That of $u$ is $-(k_1+k_2\alpha)$. Setting the sum to zero and using $u=1-\alpha$ gives

$$
\frac{\beta\bar E}{k_BT_p^2}=k_1+k_2(2\alpha_p-1),\qquad
\bar E=\frac{k_1E+k_2\alpha_pE_2}{k_1+k_2\alpha_p}. \tag{29}
$$

Two Arrhenius terms now stand where (9) had one, so the slope no longer belongs to a single reaction. For illustration take $E_2=1.20$ eV and a prefactor of $1.61\times10^{11}\ \mathrm{s^{-1}}$, which makes $k_2=k_1$ at 462.5 K. The simulated peak at 10 K/min then falls to 458.9 K, and the fitted barrier to 1.416 eV, 6% below that of the first channel.

### Reading errors

Let each peak temperature carry an independent error of standard deviation $\sigma_T$. An error $\delta T_i$ changes $y_i$ by $-2\delta T_i/T_i$ and $z_i$ by $-\delta T_i/T_i^2$. Relative to the line of slope $-E/k_B$, the point moves by $-(x_i+2)\delta T_i/T_i$. The least-squares slope weights this by $(z_i-\bar z)/S$, where $\bar z$ is the mean of the $z_i$ and $S=\sum_i(z_i-\bar z)^2$. Hence, for small errors,

$$
\sigma_E=\frac{k_B\sigma_T}{S}\left[\sum_i(z_i-\bar z)^2\left(\frac{x_i+2}{T_i}\right)^2\right]^{1/2}. \tag{30}
$$

For the five runs and $\sigma_T=0.5$ K this is 0.038 eV, or 2.5% of $E$. With the number of runs and $\sigma_T$ held fixed, a wider range of heating rates reduces it, but the faster runs also increase the lag (25).

### Use at the bake temperature

A post-exposure bake may be run near 383 K, well below all the peaks. There $k=5.5\times10^{-6}\ \mathrm{s^{-1}}$, and in 60 s a fraction $1-e^{-60k}=3.3\times10^{-4}$ of the groups is lost without acid. In this model the unexposed film is hardly affected.

Predicting this number from the peaks requires extrapolation over some 60 to 90 K, which enlarges the effect of an error in the barrier. The uncorrected line with thermal lag gives a rate constant at 383 K that is 1.25 times the true one. The autocatalytic line gives 1.97 times $k_1$, the constant that governs a fresh film, where $\alpha=0$. In both cases the fitted barrier is too low, so the predicted rate falls too slowly on cooling. The autocatalytic line also lies above $k_1$ at the peaks themselves, which adds to its error.

### The model beside a real resist

Resists of this type lose their groups without acid at roughly 460 K, and photoacid brings the reaction down to ordinary bake temperatures. The chosen $E$ and $A$ place the peaks in that rough range; they are not measured constants. The 1000 nm film is thick compared with those used for the finest patterns. The assumption most open to doubt is that $k$ depends on temperature alone. The phenol formed can catalyse further loss, and with the illustrative parameters above this lowers the apparent barrier by 6%. The slow escape of volatile products, which matters if mass loss is recorded, and a change of kinetics at the glass transition are not included.

In a film containing acid, $A$ may also change during the run. If acid loss makes $A$ fall at the fractional rate $\lambda$, then (7) contributes $d\ln A/dt=-\lambda$, and (9) becomes

$$
\frac{\beta E}{k_BT_p^2}-\lambda=k(T_p). \tag{31}
$$

Relation (11) then requires $\lambda$ to be small compared with $\beta E/(k_BT_p^2)$, which is $0.0136\ \mathrm{s^{-1}}$ at 10 K/min in the present example. It also requires the acid remaining at the peak to be the same in every run. If $\lambda$ depends only weakly on temperature, slow heating strains both conditions, because it lowers the first term of (31) and gives the acid more time to disappear.
